Choosing the gate width for two-gate luminescence lifetime thermometry

**Problem**

A luminescent temperature probe is excited by a short pulse at time zero. Its emission then decays as a single exponential with lifetime τ. A photon counter records D₀ photons in the gate from 0 to T and D₁ photons in the next gate, from T to 2T. There is no background, no dead time and no electronic noise. On average N photons would be detected if the whole decay were recorded, and N does not depend on the choice of T.

(a) Estimate by scaling the gate width that gives the smallest shot-noise error in τ.

(b) Find the optimum and its error without the scaling approximations, to leading order in 1/N, and check the result numerically.

(c) A ruby fibre-tip thermometer near 350 K has τ = 3 ms, and its lifetime falls by 0.3 percent per kelvin. Each pulse gives N = 1000, and 1000 pulses are pooled. Choose the gate, find the temperature error, and compare it with the effects left out of the model.

**First estimate by scaling**

Let x = T/τ. The second gate sees the same decay as the first, delayed by T, so the mean counts are in the ratio e^x. The lifetime therefore follows from the logarithm of a count ratio whose mean size is x. An error δ in that logarithm gives a relative lifetime error δ/x, so a wide gate provides a long lever arm.

The cost is a weak second gate. When x is well above 1, nearly all photons fall in the first gate and about N e^(−x) in the second. The relative noise of the second count is one over its square root, e^(x/2)/√N, and it dominates. Hence

relative error ≈ e^(x/2) / (x √N).

The logarithm of the right-hand side has the slope 1/2 − 1/x, which vanishes at x = 2. The estimate is a gate of two lifetimes, with an error of (e/2)/√N ≈ 1.36/√N. At x = 2 the first gate is not yet overwhelmingly stronger than the second, so both numbers need correction.

**Solution**

*Mean counts and estimator.* The detection rate is (N/τ) e^(−t/τ), which integrates to N over the whole decay. With q = e^(−x), the mean counts m₀ and m₁ are

m₀ = ∫₀^T (N/τ) e^(−t/τ) dt = N(1 − q)

m₁ = ∫_T^2T (N/τ) e^(−t/τ) dt = N(q − q²) = N q(1 − q).

Their ratio is m₀/m₁ = 1/q = e^x. Solving for the lifetime and replacing means by counts gives the estimator

τ_est = T / ln(D₀/D₁).

*Noise.* Write u = ln(D₀/D₁), with mean value x to leading order. A small change δu changes T/u by −T δu/u², so the relative change of the lifetime is −δu/x. For large counts δu = δD₀/m₀ − δD₁/m₁. Independent Poisson counts have variances equal to their means, so

var(u) = m₀/m₀² + m₁/m₁² = 1/m₀ + 1/m₁.

The same result holds if each record contains a fixed number N of emitted and detectable photons. With p_j = m_j/N, the variances are then N p_j(1 − p_j) and the covariance is −N p₀p₁. This gives

var(u) = (1 − p₀)/(N p₀) + (1 − p₁)/(N p₁) + 2/N = 1/m₀ + 1/m₁,

because the two terms −1/N cancel the covariance term +2/N.

*Error function.* Inserting the means,

1/m₀ + 1/m₁ = (1/N) (1 + 1/q)/(1 − q) = (1/N) e^x (1 + q)/(1 − q).

Multiplying numerator and denominator of (1 + q)/(1 − q) by e^(x/2) shows that this fraction is coth(x/2). The squared relative error is therefore F(x)/N, with

F(x) = e^x coth(x/2) / x².

I call √F the error coefficient: it is the relative lifetime error multiplied by √N. The scaling estimate kept e^x/x² and dropped coth(x/2).

*Minimum.* The derivative of ln coth(x/2) is −1/sinh x, since

(1/2)[sinh(x/2)/cosh(x/2) − cosh(x/2)/sinh(x/2)] = −1/[2 sinh(x/2) cosh(x/2)] = −1/sinh x.

Hence

d ln F/dx = 1 − 2/x − 1/sinh x = [(x − 2) sinh x − x] / (x sinh x).

The denominator is positive. For 0 < x ≤ 2 the numerator is negative, so F falls. For x > 2 the numerator has the derivative sinh x + (x − 2) cosh x − 1, which is positive, so it rises steadily. It equals −2 at x = 2 and is positive at x = 3, where sinh x is about 10. There is thus one minimum, at the root of

(x − 2) sinh x = x.

The numerical root is x = 2.431, and the error there is 1.515/√N. The best gate is 2.43 lifetimes wide.

**Numerical check**

The minimum can be found without using F. The gate counts are integrated numerically, and their derivatives with respect to amplitude A and lifetime are taken by finite differences. For independent Poisson counts the information matrix is

I_ab = Σ_j (∂m_j/∂θ_a)(∂m_j/∂θ_b)/m_j, with θ = (A, τ).

The diagonal element of its inverse that belongs to τ is the leading-order variance of τ when A is also unknown. Two counts determine two parameters, so this inverse is the same as linear propagation of the count noise through the solved equations. Minimizing the resulting error gives x = 2.43095, in agreement with the root to the printed digits. Some values of the coefficient are:

x = 1.0: 2.425
x = 2.0: 1.557
x = 2.5: 1.516
x = 3.0: 1.570
x = 4.0: 1.881

The linear treatment of noise can itself be tested by summing the squared error of the estimator over the Poisson distributions of both counts, out to nine standard deviations from each mean. This cut leaves out the extremely rare records with an empty second gate, where the logarithm diverges and the estimate collapses to zero, and those with equal counts, where the estimate is infinite. For N = 1000 the optimum is at 2.4302, and for N = 10000 at 2.4309. At x = 2.431 the root-mean-square errors times √N are 1.521 and 1.516, against the leading-order 1.515. The asymptotic optimum is already adequate at a thousand photons.

A simulation of 3000 records, each with 10000 random arrival times, gave coefficients of 2.476, 1.504 and 1.897 at x = 1, 2.431 and 4. The formula gives 2.425, 1.515 and 1.881. A standard deviation found from 3000 records has a statistical uncertainty of about 1.3 percent, so the differences are of the expected size.

The estimator is also nearly unbiased at this gate width. To second order the mean of ln D is ln m − 1/(2m), so the mean of δu is (1/m₁ − 1/m₀)/2. Expanding x/(x + δu) as 1 − δu/x + δu²/x² then gives

relative bias ≈ (1/m₀ + 1/m₁)/x² − (1/m₁ − 1/m₀)/(2x).

Since m₁ = q m₀, this vanishes when x(1 − q)/(1 + q) = 2, that is, when x tanh(x/2) = 2. The root is x = 2.399, close to the optimum. The summed distributions give a relative bias of only −4.7 × 10⁻⁵ for N = 1000 at x = 2.431.

These expansions need enough photons in the second gate. At the optimum m₁ is about 0.08 N, and the probability of an empty second gate is e^(−m₁). With a few tens of photons in total, empty second gates are no longer rare, and the logarithm then has no finite value.

**Comparison of estimate and solution**

Scaling gave x = 2 and a coefficient of 1.36; the solution gives 2.43 and 1.515. The missing factor coth(x/2) accounts for both differences. It exceeds 1, which raises the error, and it falls as x grows, which moves the minimum to wider gates. At x = 2 its square root is 1.146, and 1.359 × 1.146 = 1.557, the value in the list above.

The choice x = 2 would nevertheless cost little: 1.557/1.515 = 1.028, an error 2.8 percent above the minimum. At fixed N the error stays within 10 percent of its minimum from x = 1.68 to x = 3.41.

The limits show what happens outside this range. For x ≪ 1, coth(x/2) ≈ 2/x and the coefficient tends to √2/x^(3/2): the two counts become nearly equal and their ratio says little about the decay. For x ≫ 1 it tends to e^(x/2)/x, the scaling form, because the second gate is starved.

Two gates also discard information. If all arrival times are recorded, their mean estimates τ. One exponential arrival time has standard deviation τ, so the mean of N has relative error 1/√N. When the amplitude is unknown, as assumed here, the best measurement with two equal adjoining gates has the efficiency 1/1.515² = 0.436, and needs about 2.3 times as many photons for the same error. If the exact number of photons in each record were known, the photons falling in neither gate would form a third count that the ratio ignores, and two equal gates near x = 1.2 could reach an efficiency of about 0.81.

**When the photon budget is different**

The value 2.43 belongs to a fixed N, the photons of the complete decay. Suppose instead that the number n = N(1 − q²) detected inside the two gates is fixed, for instance by a storage limit. Then n times the squared relative error is

F(1 − q²) = e^x (1 + q)²/x² = 4 cosh²(x/2)/x².

Setting the derivative of its logarithm to zero gives tanh(x/2) = 2/x, or x tanh(x/2) = 2. The optimum is x = 2.40, a small change. This is the same equation as the one for vanishing bias.

A larger change occurs if the total measuring time t is fixed and a new pulse of unchanged energy arrives every 2T. Narrower gates then allow more pulses. Afterglow from earlier pulses adds to both gates. In the steady state of a linear emitter it multiplies both counts by

1 + q² + q⁴ + … = 1/(1 − q²).

The mean counts per period become N/(1 + q) and N q/(1 + q), and their ratio is still e^x. For M periods the squared relative error is

(1 + q)(1 + 1/q)/(M N x²) = 4 cosh²(x/2)/(M N x²).

With M = t/(2xτ) this is proportional to cosh²(x/2)/x. Its minimum satisfies x tanh(x/2) = 1, so x = 1.54. A direct numerical minimization with the afterglow summed pulse by pulse gives the same value. A designer must therefore know whether pulses or time are scarce before choosing the gate.

**The ruby thermometer**

The optimum gate is 2.431 × 3 ms, rounded to T = 7.3 ms, so x = 2.433. The mean counts per pulse are m₀ = 912.3 and m₁ = 80.0. For 1000 pooled pulses,

relative error = (1/2.433) √[(1/912.3 + 1/80.0)/1000] ≈ 0.0015.

This is 0.15 percent of the lifetime, or 4.5 μs. Dividing by 0.3 percent per kelvin gives a temperature error of **0.5 K**. A single pulse would give 16 K. Pulses spaced by 30 ms make the recording last 30 s.

Counts are summed before the logarithm is taken. Pulse-energy changes multiply both means by the same factor and cancel in the ratio. They still affect the noise slightly: for single records of N = 10000, a 10 percent energy spread gave a coefficient of 1.523. The mean of one over the energy is about 1 + 0.1² = 1.01, which raises the coefficient by about 0.5 percent, as found.

With T held at 7.3 ms, lifetimes from 2.14 to 4.35 ms stay within 10 percent of the minimum coefficient. The temperature error also depends on how N and the sensitivity change over that range.

The neglected effects do not average away with more pulses. Dark counts at 20 per second add b = 0.146 counts to each gate. They change the logarithm by b(1/m₀ − 1/m₁) = −0.00166, lengthen the apparent lifetime by 0.068 percent, and make the tip read 0.23 K too cold.

A detector dead time t_d = 10 ns loses a fraction r t_d of the counts at rate r. The initial rate is r₀ = N/τ = 3.3 × 10⁵ per second. Weighting the loss by the rate gives the lost fraction r₀t_d(1 + q)/2 = 0.0018 in the first gate, and q times this in the second. The first count is reduced more, so the tip again reads 0.23 K too cold. Together the two shifts are nearly as large as the random error and should be corrected.

If 1 percent of the photons came from a component with a 1 ms lifetime, they would fall almost entirely in the first gate. The reading would be 1.5 K too high, three times the random error. Calibration with the same gates removes this shift only as far as the component stays the same. Thermal radiation, by contrast, can be ignored behind a narrow filter: a blackbody at 350 K seen in a 20 nm band at 694 nm, through a fibre of 0.2 mm core radius and numerical aperture 0.2 with 10 percent detection efficiency, gives about 10⁻⁹ counts per second. The rate climbs steeply with wavelength, to about one count per second if the same efficiency extended to 1100 nm.

The lifetime and sensitivity used here are rough typical values for ruby; the dark rate is low for a red-sensitive detector. Since the shift is nearly proportional to the dark rate, 200 counts per second would already cost about 2 K. Real ruby can also reabsorb its own emission, which lengthens the observed decay by an amount that depends on doping and crystal size. Each 1 percent of uncalibrated lengthening makes the reading 1/0.3 = 3.3 K too cold. In such a probe the gate width and the photon number settle the shot noise, while the accuracy also depends on calibrating the decay itself. The remaining figures are in the numerical output below.

Computed values

```
Error coefficient = relative lifetime error * sqrt(N), dimensionless
  T/tau = 0.5: coefficient 5.1891
  T/tau = 1.0: coefficient 2.4253
  T/tau = 1.5: coefficient 1.7709
  T/tau = 2.0: coefficient 1.5574
  T/tau = 2.5: coefficient 1.5159
  T/tau = 3.0: coefficient 1.5702
  T/tau = 4.0: coefficient 1.8814
  T/tau = 5.0: coefficient 2.4530
Optimum T/tau, numerical minimum: 2.43095
Optimum T/tau, root of equation: 2.43095
Coefficient at optimum: 1.5149
Photon efficiency against full record: 0.4357
T/tau within 10 percent of minimum: 1.677 to 3.406
Optimum T/tau, fixed counts in gates: 2.3994
Optimum T/tau, fixed time, period 2T: 1.5434
N = 1000: exact-sum optimum T/tau 2.4302
  at x = 2.431: rms*sqrt(N) 1.5208, relative bias -4.66e-05
N = 10000: exact-sum optimum T/tau 2.4309
  at x = 2.431: rms*sqrt(N) 1.5155, relative bias -4.38e-06
Simulated coefficient at T/tau = 1.000: 2.476
Simulated coefficient at T/tau = 2.431: 1.504
Simulated coefficient at T/tau = 4.000: 1.897
Simulated coefficient, mean arrival time: 1.015
Coefficient with 10 percent energy jitter: 1.523
Example lifetime: 3.0 ms at 350 K
Lifetime decrease: 0.3 percent per K
Photons per pulse 1000, pulses 1000, period 30 ms
Total recording time: 30 s
Gate width: 7.3 ms, T/tau = 2.4333
Mean counts per pulse: D0 912.26, D1 80.04
Pooled relative lifetime error: 0.1515 percent
Pooled lifetime error: 4.54 us
Pooled temperature error: 0.505 K
Single-pulse temperature error: 16.0 K
Lifetimes served within 10 percent: 2.14 to 4.35 ms
Bias, dark counts 20 per s: -0.228 K
Bias, dead time 10 ns: -0.226 K
Bias, 1 percent of photons with 1 ms lifetime: 1.489 K
Fibre: core radius 0.2 mm, NA 0.2, band 20 nm, efficiency 0.1
Thermal count rate at 694 nm: 1.5e-09 per s
```
